# Nyquist dephasing in a metal wire: the inverse two-thirds power

## 1. Result and conditions

In a long, thin, diffusive metal wire, the thermal voltage noise of the wire itself destroys the interference between an electron path and its time reverse. The characteristic time $\tau_N$ of this process obeys

$$\frac1{\tau_N}=\left(\frac{e^2kT\sqrt D}{\hbar^2\sigma A}\right)^{2/3},\qquad \tau_N\propto T^{-2/3}. \tag{1}$$

Here $A$ is the cross-section, $\sigma$ the conductivity and $D$ the diffusion constant; $\sigma$ and $D$ are taken as independent of temperature. Gaussian units are used. Spectra are two-sided, with measures $d\omega/2\pi$ and $dq/2\pi$. Two combinations recur:

$$a=\frac{e^2kT}{\hbar^2\sigma A},\qquad L_N=\sqrt{D\tau_N}. \tag{2}$$

Thus $\tau_N^{-3/2}=a\sqrt D$, and therefore $aL_N=a\sqrt D\,\tau_N^{1/2}=1/\tau_N$.

The result requires $\hbar/\tau_N\ll kT$, so that the noise is classical, and $L_N$ much larger than the width and much smaller than the length of the wire. Other dephasing must be weaker. A self-consistent infrared cutoff gives the power of $T$, but its numerical prefactor depends on how the cutoff is drawn. An average over diffusive paths removes that ambiguity.

## 2. The voltage noise

Let the wire have capacitance $c$ per unit length, a dimensionless number of order one in Gaussian units. Charge conservation and Ohm's law with a random current $\xi$ read

$$c\,\partial_tV=-\partial_xI,\qquad I=-\sigma A\,\partial_xV+\xi. \tag{3}$$

Take $\xi$ as white noise of strength $N$ in space and time. For a Fourier mode, $(-i\omega c+\sigma Aq^2)V=-iq\,\xi$, so the spectrum is

$$S_V(q,\omega)=\frac{Nq^2}{(\sigma Aq^2)^2+c^2\omega^2}. \tag{4}$$

Since $\int d\omega/2\pi\,(g^2+c^2\omega^2)^{-1}=1/(2cg)$, the equal-time spectrum is $N/(2c\sigma A)$. The charging energy is $\int dx\,cV^2/2$, and equipartition requires the equal-time spectrum to be $kT/c$. Hence $N=2kT\sigma A$.

The relevant frequencies are $\omega\sim Dq^2$. At these frequencies the capacitive term in (4), compared with the resistive one, has the amplitude ratio $cD/(\sigma A)$. The diffusion current of the charge $cV$, omitted from (3), is small by the same ratio. When this ratio is much less than one,

$$S_V(q)=\frac{2kT}{\sigma Aq^2}, \tag{5}$$

which is white in time. For two points a distance $d$ apart we need

$$\int_{-\infty}^{\infty}\frac{dq}{2\pi}\frac{1-\cos qd}{q^2}
=\frac{d}{2\pi}\int_{-\infty}^{\infty}\frac{\sin qd}{q}\,dq=\frac{|d|}2, \tag{6}$$

where the first equality is an integration by parts. The difference of two potentials carries the factor $2(1-\cos qd)$, so its noise strength is $2kT|d|/(\sigma A)$. This is $2kTR$ for the resistance $R$ between the points, the two-sided form of Nyquist's law.

## 3. The phase between a path and its reverse

Consider a closed path $x(t')$ with $x(0)=x(t)$. At time $t'$ the electron on the reversed path is at $x(t-t')$. Apart from an irrelevant overall sign, the noise gives the phase difference

$$\Phi=\frac e\hbar\int_0^t dt'\,\big[V(x(t'),t')-V(x(t-t'),t')\big]. \tag{7}$$

Both potentials are evaluated at the same time, so white noise correlates the integrand only with itself at that time. With $\rho(t')=x(t')-x(t-t')$,

$$\frac{\langle\Phi^2\rangle}2
=2a\int_0^t dt'\int\frac{dq}{2\pi}\frac{1-\cos q\rho}{q^2}
=a\int_0^t|\rho(t')|\,dt'. \tag{8}$$

The phase is Gaussian with zero mean, and therefore

$$\langle e^{i\Phi}\rangle=\exp\left(-a\int_0^t|\rho(t')|\,dt'\right). \tag{9}$$

As a check with explicit noise, take $a=t=1$ and the path $x=0.6\sin2\pi t'+0.5\sin\pi t'$, rounded to a grid of spacing 0.1 and followed in 40 time steps. Averaging $\cos\Phi$ over 20,000 noise samples gave 0.468; equation (9) gives 0.470.

## 4. The self-consistent cutoff

The 1 in the numerator of (8) comes from each path's own noise, and the cosine from the correlation between the two paths. Without the cosine the rate would be $2a\int dq/(2\pi q^2)$, which diverges at small $q$. The cosine removes this divergence: for $|q\rho|\ll1$ the numerator is about $(q\rho)^2/2$. A fluctuation with a wavelength much longer than the separation shifts both phases almost equally and hardly affects their difference.

During the dephasing time $\tau$ the two paths separate by about $\sqrt{D\tau}$. We may therefore drop the cosine and keep $|q|>q_{\min}$, with $q_{\min}=1/\sqrt{D\tau}$:

$$\frac1\tau=2a\cdot2\int_{q_{\min}}^\infty\frac{dq}{2\pi q^2}
=\frac{2a}{\pi q_{\min}}=\frac{2a}\pi\sqrt{D\tau}. \tag{10}$$

The unknown time stands on both sides. Dividing by $\sqrt\tau$ gives

$$\tau^{-3/2}=\frac2\pi a\sqrt D=\frac2\pi\tau_N^{-3/2},\qquad
\tau=\left(\frac\pi2\right)^{2/3}\tau_N\simeq1.35\,\tau_N. \tag{11}$$

Since $a\propto T$, this is the inverse two-thirds power. One factor of $T$ comes from the noise strength. Raising $T$ also shortens $\tau$, which moves the cutoff to larger $q$ and removes some of the noise. The rate therefore grows more slowly than $T$.

A smooth cutoff replaces $q^2$ by $q^2+\kappa^2$, with $\kappa=1/\sqrt{D\tau}$. Because $\int dq/2\pi\,(q^2+\kappa^2)^{-1}=1/(2\kappa)$,

$$\frac1\tau=a\sqrt{D\tau},\qquad \tau=\tau_N. \tag{12}$$

The cutoff can also be placed on frequency. A diffusing electron samples a mode with the correlation $e^{-Dq^2|t|}$, whose spectrum $2Dq^2/(D^2q^4+\omega^2)$ integrates to one over $d\omega/2\pi$. We insert it in the rate and keep $|\omega|>1/\tau$, on the ground that slower fluctuations are static during $\tau$ and give a path and its reverse the same phase. With $q=\sqrt{\omega/D}\,y$ and $\int_{-\infty}^{\infty}dy/(1+y^4)=\pi/\sqrt2$,

$$\int\frac{dq}{2\pi}\frac{2D}{D^2q^4+\omega^2}=\frac{\sqrt D}{\sqrt2}\,\omega^{-3/2}\quad(\omega>0), \tag{13}$$

$$\frac1\tau=2a\cdot\frac1\pi\int_{1/\tau}^\infty d\omega\,\frac{\sqrt D}{\sqrt2\,\omega^{3/2}}
=\frac{2\sqrt2}\pi a\sqrt{D\tau}. \tag{14}$$

Now $\tau=(\pi/2\sqrt2)^{2/3}\tau_N\simeq1.07\,\tau_N$. All three equations have the form $1/\tau=Ka\sqrt{D\tau}$, with a number $K$ that does not depend on temperature. They agree on the power and differ in the prefactor.

## 5. The average over diffusive paths

**Mean exponent.** Two points of a closed path separated by a time $u$ are joined by two free diffusive pieces, with variances $2Du$ and $2D(t-u)$, conditioned to close. For Gaussian variables this condition leaves the product of the variances divided by their sum, so that

$$\langle\rho^2\rangle=2Du\left(1-\frac ut\right),\qquad u=|t-2t'|. \tag{15}$$

A Gaussian variable has mean modulus $\sqrt{2/\pi}$ times its standard deviation. As $t'$ runs from 0 to $t$, $u$ covers the interval $(0,t)$ twice with $dt'=du/2$. Using $\int_0^1\sqrt{s(1-s)}\,ds=\pi/8$,

$$a\int_0^t\langle|\rho|\rangle dt'
=a\sqrt{\frac{4D}\pi}\,\frac\pi8\,t^{3/2}
=\frac{\sqrt\pi}4\left(\frac t{\tau_N}\right)^{3/2}. \tag{16}$$

At $t=\tau_N$ this is 0.443; 20,000 random closed paths gave 0.442. Coherence is thus lost at first as $1-(\sqrt\pi/4)(t/\tau_N)^{3/2}$, not linearly in time, because the paths must separate before the noise can distinguish them.

**Full average.** Let $F(t)$ be the average of (9) over closed paths. For $0<t'<t/2$, the positions $x(t')$ and $x(t-t')$ belong to disjoint pieces of the path. Their difference $\rho$ therefore diffuses with constant $2D$, starting at zero and returning to zero at $t'=t/2$. Their midpoint moves independently, and its free end point integrates to one. The two halves of the integral in (9) are equal, which gives the weight $\exp(-2a\int_0^{t/2}|\rho|dt')$. Over the duration $t/2$ the density of $\rho$ thus evolves with diffusion constant $2D$ and loss rate $2a|\rho|$. In terms of the full time $t$ both are halved:

$$\partial_tP=D\,\partial_\rho^2P-a|\rho|P,\qquad P(\rho,0)=\delta(\rho),\qquad
P(0,t)=\frac{F(t)}{\sqrt{4\pi Dt}}. \tag{17}$$

For $a=0$ this reduces to free diffusion with $F=1$, as it should.

Add a further constant dephasing rate $\gamma$ and define $C(\rho)=\int_0^\infty e^{-\gamma t}P\,dt$. Then

$$-DC''+(\gamma+a|\rho|)C=\delta(\rho). \tag{18}$$

For $\rho>0$ put $z=\rho/L_N+\gamma\tau_N$. Since $D/L_N^2=1/\tau_N$ and $aL_N=1/\tau_N$, equation (18) becomes $d^2C/dz^2=zC$. The decaying solution is $C=B\,\mathrm{Ai}(z)$. Integrating (18) across $\rho=0$, where $C$ is even, gives $-2DC'(0^+)=1$, or $B=-L_N/[2D\,\mathrm{Ai}'(\gamma\tau_N)]$. Hence

$$C(0)=-\frac12\sqrt{\frac{\tau_N}D}\,
\frac{\mathrm{Ai}(\gamma\tau_N)}{\mathrm{Ai}'(\gamma\tau_N)}. \tag{19}$$

This return integral sets the size of the weak-localization correction to the conductance. For $\gamma\tau_N\gg1$, $\mathrm{Ai}'(z)\simeq-\sqrt z\,\mathrm{Ai}(z)$ and $C(0)\to1/(2\sqrt{D\gamma})$: the Nyquist time drops out, as it must when another process acts first.

**Decay in time.** The poles of (19) lie at the zeros $a'_n=-|a'_n|$ of $\mathrm{Ai}'$. Near one of them, $\mathrm{Ai}''=z\mathrm{Ai}$ gives $\mathrm{Ai}'(z)\simeq a'_n\mathrm{Ai}(a'_n)(z-a'_n)$, so the pole term is

$$C(0)\simeq\frac12\sqrt{\frac{\tau_N}D}\,\frac1{|a'_n|(\gamma\tau_N+|a'_n|)}. \tag{20}$$

Inverting the Laplace transform turns $1/(\gamma\tau_N+|a'_n|)$ into $\tau_N^{-1}e^{-|a'_n|t/\tau_N}$. Multiplying the sum by $\sqrt{4\pi Dt}$, according to (17), yields

$$F(t)=\sqrt{\frac{\pi t}{\tau_N}}\sum_n\frac{e^{-|a'_n|t/\tau_N}}{|a'_n|}. \tag{21}$$

At $t=\tau_N$ the series gives 0.653, and the same random paths also give 0.653. The coherence falls to $1/e$ at $1.83\,\tau_N$. At late times $P(0,t)$ decays at the rate $1.019/\tau_N$, while $F$ has an additional factor $\sqrt t$.

No single number is therefore the dephasing time. A pure exponential $e^{-t/\tau_\varphi}$ in place of $F$ would give

$$\int_0^\infty\frac{e^{-t/\tau_\varphi}}{\sqrt{4\pi Dt}}\,dt=\frac12\sqrt{\frac{\tau_\varphi}D}. \tag{22}$$

Matching this to (19) at $\gamma=0$ gives $\tau_\varphi=[\mathrm{Ai}(0)/\mathrm{Ai}'(0)]^2\tau_N\simeq1.88\,\tau_N$. A time quoted from a fit must state which definition was used. Every definition here is a fixed multiple of $\tau_N$, so the power of $T$ is common to all.

## 6. A short line: the cutoff held fixed

The role of self-consistency shows when something else sets the cutoff. Take an isolated line of length $L\ll L_N$. Both paths explore the whole line before dephasing, and their positions become independent and uniform. The mean separation is

$$\langle|x_1-x_2|\rangle=\frac2{L^2}\int_0^L(L-u)u\,du=\frac L3,
\qquad \frac1\tau=\frac{aL}3\propto T. \tag{23}$$

With the cutoff length fixed, the power of $T$ in the rate is one. When the cutoff length follows $\tau$, it is two-thirds.

For the line of Section 8 with $L=0.70$ µm at 4 K, equation (23) gives 1.487 ns⁻¹. The lowest eigenvalue of $-(D/2)(\partial_1^2+\partial_2^2)+a|x_1-x_2|$, with no flow through the ends, is 1.48 ns⁻¹. Between 4 and 8 K its power of $T$ is 0.994. The agreement is close although $L/L_N$ is 0.68 at 4 K, because diffusion keeps the distribution nearly uniform. With $a/D=L_N^{-3}$, the ratio of the dephasing rate $aL/3$ to the slowest diffusion rate $D\pi^2/L^2$ is $(L/L_N)^3/(3\pi^2)\simeq0.01$. This comparison tests (23) within the model of classical noise, which is only a rough approximation for so short a line. Its diffusion modes have energies $n^2\hbar D\pi^2/L^2\simeq n^2k\times1.1$ K and contribute to (23) in proportion to $1/n^2$, so at 4 K a good part of the noise comes from modes with energies near or above $kT$. Applying the quantum factor (26) of Section 7 to each mode lowers the rate at 4 K by about a fifth if it is taken at $\omega=Dq^2$, or by about a quarter if it is averaged over the spectrum of the mode as in (14), and raises its power of $T$ between 4 and 8 K to about 1.1. The linear law is the classical limit for a line that stays short compared with $L_N$. Warming this particular line does not bring it out: at 8 K the phonon rate (29) of Section 8 is already about twice (23), and near 13 K $L_N$ has shrunk to $L$.

## 7. Where classical noise fails

From $1/\tau_N=aL_N$,

$$\frac\hbar{kT\tau_N}=\frac{\hbar aL_N}{kT}=\frac{e^2}\hbar\,\frac{L_N}{\sigma A}
=\frac{e^2}\hbar R(L_N). \tag{24}$$

The noise is classical when the resistance of one dephasing length is far below $\hbar/e^2\simeq4.1$ kΩ. The ratio grows on cooling as $T^{-1/3}$.

The leading correction comes from the Pauli principle. Let $y=\hbar\omega/kT$, measure the electron energy $\epsilon$ in units of $kT$ from the Fermi level, and let $n$ and $f$ be the Bose and Fermi functions. In the golden rule, emission and absorption, with the reverse processes included, carry the weights $n+1-f(\epsilon-y)$ and $n+f(\epsilon+y)$. Relative to the classical strength $2kT$, the noise acting on thermal electrons is

$$\frac y2\left[\coth\frac y2+\int d\epsilon\,(-f'(\epsilon))\{f(\epsilon+y)-f(\epsilon-y)\}\right]. \tag{25}$$

Set $g(y)=\int d\epsilon\,(-f'(\epsilon))f(\epsilon+y)$. Because $f(-\epsilon)=1-f(\epsilon)$, the integral in (25) is $2g-1$. The identity $f(\epsilon+y)[1-f(\epsilon)]=n(y)[f(\epsilon)-f(\epsilon+y)]$ gives $\int d\epsilon\,f(\epsilon+y)[1-f(\epsilon)]=y\,n(y)$. Differentiating with respect to $y$ and integrating by parts gives $g=-(yn)'=-n+y/[4\sinh^2(y/2)]$. Since $2n+1=\coth(y/2)$, the hyperbolic cotangents cancel, and (25) becomes

$$\left(\frac x{\sinh x}\right)^2,\qquad x=\frac{\hbar\omega}{2kT}. \tag{26}$$

Noise quanta well above $kT$ are suppressed. Inserting (26) in the integral of (14) removes an amount proportional to $(\hbar/kT)^{1/2}$ from a total proportional to $\tau^{1/2}$. The relative correction thus scales as $(\hbar/kT\tau)^{1/2}\propto T^{-1/6}$. It lengthens $\tau$ and fades slowly on warming, so the local power of $\tau$ is slightly steeper than $-2/3$.

## 8. A narrow interconnect line at low temperature

Take a line 40 nm wide and 25 nm thick, with residual resistivity 5 µΩ cm and a free-electron density of $8\times10^{22}$ cm⁻³. The Fermi velocity is $1.543\times10^8$ cm/s and the mean free path 13.7 nm, so

$$D=\tfrac13(1.543\times10^8)(13.69\times10^{-7})\simeq70.4\ \mathrm{cm^2/s}. \tag{27}$$

At 1 K, $a=1.593\times10^{13}$ cm⁻¹ s⁻¹, and

$$\frac1{\tau_N}=\left(1.593\times10^{13}\sqrt{70.4}\right)^{2/3}\mathrm{s^{-1}}
\simeq2.6\times10^9\ \mathrm{s^{-1}}. \tag{28}$$

| $T$ (K) | $\tau_N$ (ns) | $L_N$ (µm) |
|---|---|---|
| 0.5 | 0.61 | 2.07 |
| 1 | 0.38 | 1.64 |
| 2 | 0.24 | 1.30 |
| 4 | 0.15 | 1.03 |

An eightfold rise in temperature shortens $\tau_N$ by $8^{2/3}=4$. Independently of the cutoff argument, the lowest eigenvalue of $-D\partial_\rho^2+a|\rho|$, computed on one fixed grid at these four temperatures, grows as $T^{0.6667}$.

The conditions hold at 1 K. The length $L_N$ is about 40 times the width. The resistance of one $L_N$ is 82 Ω, and (24) gives $\hbar/kT\tau_N\simeq0.02$. The first transverse diffusion mode lies nominally at $k\times332$ K, so (26) suppresses its noise. The value is only an order of magnitude, because the mean free path is over half the thickness and motion across the line is only marginally diffusive. The capacitive ratio is $4\times10^{-5}$. Fermi blocking is the largest of these corrections: it raises the frequency-cutoff result from 1.07 to 1.14 $\tau_N$, or by 6%, and makes the local power between 1 and 2 K equal to $-0.676$. The path-averaged quantities shift more. The factor (26) removes an almost constant rate of $0.082/\tau_N$ at 1 K, which lowers the exponent (16) at $t=\tau_N$ by 18%. Entered in (19) as a negative $\gamma$, it raises $\tau_\varphi$ from 1.88 to about 2.13 $\tau_N$, or by 13%, with a local power of about $-0.69$.

Phonons set the upper temperature limit. For an electron at the Fermi level and a coupling spectrum $\lambda(\omega/\omega_D)^2$, the golden rule contains $\coth(y/2)-\tanh(y/2)=2/\sinh y$, and gives

$$\frac1{\tau_{ep}}=\frac{4\pi\lambda kT^3}{\hbar\Theta^2}\int_0^{\Theta/T}\frac{y^2\,dy}{\sinh y}. \tag{29}$$

With the round values $\lambda=0.15$ and $\Theta=300$ K, this is 0.4% of $1/\tau_N$ at 1 K and 11% at 4 K, and equals it near 10 K. Because it grows as $T^3$, it distorts a measured power long before it dominates: the sum of the two rates has a local power of $T$ of 0.72 at 2 K and 0.90 at 4 K. In the weak-localization time the rates do not simply add. With (29) as $\gamma$ in (19), the rate $1/\tau_\varphi$ defined through (22) has local powers 0.74 and 1.00, and the phonon rate reaches $1/(1.88\,\tau_N)$ near 8 K. Changes of the coupling by disorder, and of the phonon spectrum by the small thickness of the line, are left out, so these figures are rough estimates.

Magnetic impurities can spoil the power law at the low end. Unitarity limits s-wave inelastic scattering to $n_i/(\pi\hbar\nu)$, where $n_i$ is the impurity density and $\nu$ the density of states for both spins. For one impurity per million atoms, with one conduction electron per atom, the bound is 2.2 ns⁻¹, against a Nyquist rate of 2.6 ns⁻¹ at 1 K. The actual rate depends on the impurity: it may be far smaller, or larger if higher partial waves also scatter. The bound is on inelastic scattering, not on dephasing: a static spin can dephase the spin-singlet interference channel at up to twice this rate, and the Nyquist rate that enters weak localization, $1/(1.88\,\tau_N)$, is only 1.4 ns⁻¹. Purity at this level therefore has to be established before a measured power is assigned to Nyquist noise.

The dimensions, resistivity and density are rough typical values for a narrow line of a good metal; the temperature is not typical of interconnect service. At 300 K, equation (29) gives a phonon time of about 29 fs. Even with the low-temperature $D$, an electron diffuses only about 14 nm in that time, less than the line width. The assumption that Nyquist noise dominates then fails by orders of magnitude, and (1) does not describe dephasing in a working chip. It applies to such a line cooled to about 1 K, free enough of magnetic impurities, and tens of micrometres long or more. End effects fall only as $L_N/L$: for closed ends, the time read from the return integral through (22) has a local power between 1 and 2 K of about $-0.80$ at 10 µm and $-0.70$ at 40 µm. Real lines also have grain boundaries, rough surfaces and liners. To the extent that these only change the effective $\sigma$, $D$ and $A$, they shift $\tau_N$ through (1) and leave its power of $T$ unchanged. The numerical output lists the input values and the main results.

## Computed results

```
Line width, thickness: 40, 25 nm
Residual resistivity: 5.0 uOhm cm
Electron density: 8.0e+22 cm^-3
Fermi velocity: 1.543e+08 cm/s
Elastic mean free path: 13.69 nm
Diffusion constant: 70.43 cm2/s
Conductivity (Gaussian): 1.7975e+17 s^-1
Noise strength a at 1 K: 1.5934e+13 cm^-1 s^-1
T=0.5 K: tau_N=0.6071 ns, L_N=2.068 um, late rate=1.678 /ns
T=1.0 K: tau_N=0.3824 ns, L_N=1.641 um, late rate=2.664 /ns
T=2.0 K: tau_N=0.2409 ns, L_N=1.303 um, late rate=4.229 /ns
T=4.0 K: tau_N=0.1518 ns, L_N=1.034 um, late rate=6.713 /ns
Power of T in late rate (diagonalization): 0.6667
Power of T in rate, short line 4-8 K: 0.9936
Short line length: 0.70 um
Short line rate at 4 K: 1.478 /ns
Short line a L/3 at 4 K: 1.487 /ns
tau/tau_N, hard wavenumber cutoff: 1.3513
tau/tau_N, soft wavenumber cutoff: 1.0000
tau/tau_N, frequency cutoff: 1.0725
Late rate times tau_N (Airy): 1.0188
Effective zero-field time/tau_N (lattice): 1.882
Time/tau_N where coherence is 1/e: 1.8261
Mean phase exponent at tau_N, random paths: 0.4423
Mean phase exponent at tau_N, formula: 0.4431
Coherence at tau_N, random paths: 0.6534
Coherence at tau_N, Airy series: 0.6531
Fixed path coherence, explicit noise: 0.4679
Fixed path coherence, formula: 0.4700
hbar/(k T tau_N) at 1 K: 0.01997
Resistance per length: 50.00 Ohm/um
Resistance of one L_N at 1 K: 82.06 Ohm
hbar/e^2: 4108.2 Ohm
Thermal length at 1 K: 231.9 nm
tau/tau_N, frequency cutoff with blocking, 1 K: 1.1385
Power of T in tau with blocking, 1-2 K: -0.6762
First transverse mode energy / k: 331.8 K
Capacitive ratio D/(sigma A): 3.92e-05
Phonon inputs: coupling 0.15, Debye 300 K
Electron-phonon rate at 1 K: 0.01154 /ns
Electron-phonon rate at 4 K: 0.7383 /ns
Phonon-Nyquist crossover: 10.22 K
Electron-phonon time at 300 K: 29.3 fs
Magnetic impurity bound, 1 ppm: 2.183 /ns
Nyquist rate 1/tau_N at 1 K: 2.615 /ns
```
